# Four coherence peaks of a Zeeman-split superconducting film

## Problem

A thin superconducting film with spin-singlet, s-wave pairing lies in a magnetic field $B$ parallel to its plane. A tunnel barrier separates it from an unpolarised normal electrode. The Zeeman energy is $h=\mu_B B$ (taking $g=2$), and "up" ($\sigma=+1$) names the spin whose energy is raised by $h$; "down" ($\sigma=-1$) is lowered by $h$. Energies $E$ are measured from the Fermi level of the film, and $E=eV>0$ means tunnelling into empty film states.

Use mean-field theory with a uniform real gap parameter $\Delta>h>0$ and a constant normal density of states $N_0$ per spin. At first neglect spin-orbit scattering and the orbital effect of the field.

(a) Find the density of states of each spin and the energies and spins of its coherence peaks.

(b) Up to what field is the uniform superconducting state lower in energy than the normal state at zero temperature?

(c) For $\Delta_0=0.30$ meV, $B=2.0$ T and $T=0.10$ K, find the peak energies and the displaced maxima of the measured conductance.

(d) Estimate the effect of orbital depairing and spin-orbit scattering for a thickness $d=4$ nm, a diffusion constant $D=2\ \mathrm{cm^2/s}$ and a spin-flip time $\tau=20$ ps.

## Solution

### (a) Spin-resolved spectrum

Pairing couples a level to its time-reversed partner. Both have normal-state energy $\xi$, so one pair is described by

$$H=(\xi+h)n_\uparrow+(\xi-h)n_\downarrow-\Delta\,(c_\uparrow^\dagger c_\downarrow^\dagger+\text{h.c.}).$$

The singly occupied states $|\uparrow\rangle$ and $|\downarrow\rangle$ have energies $\xi+h$ and $\xi-h$. The states $|0\rangle$ and $|\uparrow\downarrow\rangle=c_\uparrow^\dagger c_\downarrow^\dagger|0\rangle$ are mixed by the matrix

$$\begin{pmatrix}0&-\Delta\\-\Delta&2\xi\end{pmatrix},\qquad \text{eigenvalues }\ \xi\pm\mathcal E,\qquad \mathcal E=\sqrt{\xi^2+\Delta^2}.$$

The Zeeman terms cancel here because the pair has no net spin. The lower state is $|g\rangle=u|0\rangle+v|\uparrow\downarrow\rangle$. The first row of the eigenvalue equation gives $v/u=(\mathcal E-\xi)/\Delta$. Since $\Delta^2=(\mathcal E-\xi)(\mathcal E+\xi)$, normalisation gives

$$u^2=\tfrac12\left(1+\frac{\xi}{\mathcal E}\right),\qquad v^2=\tfrac12\left(1-\frac{\xi}{\mathcal E}\right).$$

This is the ground state for every $\xi$, because $\xi-\mathcal E<\xi-h$ when $\Delta>h$.

Now add or remove one electron:

- $c_\uparrow^\dagger|g\rangle=u|\uparrow\rangle$ costs $(\xi+h)-(\xi-\mathcal E)=\mathcal E+h$.
- $c_\uparrow|g\rangle=v|\downarrow\rangle$ costs $\mathcal E-h$. Removal appears at minus its cost, $E=h-\mathcal E$.
- $c_\downarrow^\dagger|g\rangle=u|\downarrow\rangle$ costs $\mathcal E-h$.
- $c_\downarrow|g\rangle=-v|\uparrow\rangle$ costs $\mathcal E+h$ and appears at $E=-h-\mathcal E$.

Thus both branches of spin $\sigma$ are displaced by $\sigma h$:

$$N_\sigma(E)=N_0\int d\xi\,\big[u^2\delta(E-\sigma h-\mathcal E)+v^2\delta(E-\sigma h+\mathcal E)\big].$$

Let $x=E-\sigma h$. For $x>\Delta$ the first delta function acts at $\xi=\pm\sqrt{x^2-\Delta^2}$. Each point contributes $u^2/|d\mathcal E/d\xi|=u^2x/|\xi|$, and the two values of $u^2$ add to one. For $x<-\Delta$ the same holds with $v^2$. Therefore

$$\boxed{N_\sigma(E)=N_0\frac{|E-\sigma h|}{\sqrt{(E-\sigma h)^2-\Delta^2}}\quad\text{for }|E-\sigma h|>\Delta,}$$

and zero otherwise. The density diverges at $E=\sigma h\pm\Delta$. In rising order the four energies are

| Energy | Spin |
|---|---|
| $-\Delta-h$ | down |
| $-\Delta+h$ | up |
| $\Delta-h$ | down |
| $\Delta+h$ | up |

Between $\Delta-h$ and $\Delta+h$ there are states of spin down alone; between the two negative peaks there are states of spin up alone. An unpolarised electrode measures the sum, so the spin labels come from the known sign of the Zeeman energy. Reversing the field leaves the four energies and their labels unchanged, because "up" always names the spin whose energy is raised; the direction in space that it stands for is reversed. At $h=0$ the four peaks merge into two.

### (b) Pauli limit

At $T=0$ we compare energies per $N_0$, using a band $-W<\xi<W$ with $W\gg\Delta$.

In the normal state the field empties up levels with $-h<\xi<0$ and fills down levels with $0<\xi<h$. The energy changes by

$$-\int_{-h}^{0}(\xi+h)\,d\xi+\int_0^h(\xi-h)\,d\xi=-h^2.$$

For a trial gap $\Delta>h$, the paired state contains no excitations and its energy is independent of $h$. Relative to the normal state at zero field, it consists of the pair energies and the mean-field interaction term $\Delta^2/\lambda$, where $\lambda$ is the dimensionless coupling:

$$F(\Delta)=-2\int_0^W(\mathcal E-\xi)\,d\xi+\frac{\Delta^2}{\lambda}
\simeq-\frac{\Delta^2}{2}-\Delta^2\ln\frac{2W}{\Delta}+\frac{\Delta^2}{\lambda}.$$

Setting $dF/d\Delta=0$ gives $1/\lambda=\ln(2W/\Delta_0)$, which defines $\Delta_0$. Hence

$$F(\Delta)=-\frac{\Delta^2}{2}+\Delta^2\ln\frac{\Delta}{\Delta_0},\qquad F(\Delta_0)=-\frac{\Delta_0^2}{2}.$$

A trial gap below $h$ would admit excitations with $\mathcal E<h$. They add

$$\int_{\mathcal E<h}(\mathcal E-h)\,d\xi=-h\sqrt{h^2-\Delta^2}+\Delta^2\operatorname{arcosh}(h/\Delta),$$

and the derivative of the total energy becomes

$$2\Delta\ln\frac{h+\sqrt{h^2-\Delta^2}}{\Delta_0}.$$

The logarithm decreases as $\Delta$ grows, so this derivative can change sign from positive to negative but not the reverse. There is no minimum with $0<\Delta<h$. The competitors are the normal state and the state with $\Delta=\Delta_0$, whose energies differ by

$$\Omega_S-\Omega_N=N_0\left(h^2-\frac{\Delta_0^2}{2}\right).$$

Superconductivity is favoured for $h<\Delta_0/\sqrt2$. This is stricter than $h<\Delta_0$, so the inner peaks cannot be brought together at zero energy while the uniform state remains the lower of the two. Finite-momentum pairing is outside this comparison. In a very clean system it extends superconductivity beyond the limit (the normal state is unstable to it up to $h\approx0.75\,\Delta_0$ for a spherical Fermi surface and up to $h=\Delta_0$ for a circular one), but strong elastic scattering, as in the diffusive film of part (d), suppresses it.

For $\Delta_0=0.30$ meV the limit is $h=0.2121$ meV, or $B=0.2121/0.05788\approx3.66$ T.

### (c) Numbers and measured maxima

The Zeeman energy is

$$h=0.05788\times2.0=0.1158\ \text{meV},$$

below the Pauli limit. The energy difference is $h^2-\Delta_0^2/2=0.0134-0.0450=-0.0316\ \mathrm{meV^2}$ per $N_0$. At $0.10$ K, $k_BT=0.00862$ meV, much less than the smallest excitation energy $\Delta_0-h=0.184$ meV. The calculated relative thermal reduction of the gap is $1.1\times10^{-10}$, so $\Delta=\Delta_0$ may be used:

$$\boxed{E=-0.4158\,(\downarrow),\ -0.1842\,(\uparrow),\ +0.1842\,(\downarrow),\ +0.4158\,(\uparrow)\ \text{meV}.}$$

Temperature enters the measurement through the electrode's Fermi function $f$. For spin-conserving tunnelling with a constant matrix element and a flat electrode density, the current is proportional to $\sum_\sigma\int N_\sigma(E)[f(E-eV)-f(E)]\,dE$. Differentiating and dividing by the normal-state conductance gives

$$\frac{G}{G_N}=\frac12\sum_\sigma\int\frac{N_\sigma(E)}{N_0}\,[-f'(E-eV)]\,dE.$$

The weight $-f'$ has a full width at half maximum of $0.0304$ meV. The splitting $2h=0.2315$ meV is more than seven times larger, so the peaks are resolved.

The maxima do not lie at the singularities. At a distance $y>0$ beyond an edge,

$$\frac{N_\sigma}{N_0}=\frac{\Delta+y}{\sqrt{2\Delta y+y^2}}\simeq\sqrt{\frac{\Delta}{2y}}\left(1+\frac{3y}{4\Delta}\right).$$

There are states on one side of the edge alone, so smearing moves the maximum towards that side. With the leading square root, $k_BT$ is the sole energy scale for the displacement, which must therefore be $c\,k_BT$. Numerical maximisation gives $c=1.109$, or $0.0096$ meV here. The correction $3y/4\Delta$ grows with $y$ and pushes the maximum slightly farther out.

The full conductance has maxima at $\pm0.1942$ and $\pm0.4257$ meV. Reading the positive pair as if it marked the singularities gives

$$\Delta_{\rm read}=\frac{0.4257+0.1942}{2}\approx0.310\ \text{meV},\qquad
h_{\rm read}=\frac{0.4257-0.1942}{2}\approx0.116\ \text{meV}.$$

The gap is overestimated by about 3% of its true value, while the nearly equal displacements cancel in $h$. Subtracting $c\,k_BT$ from the apparent gap returns $0.300$ meV.

### (d) Orbital depairing and spin-orbit scattering

Take the in-plane vector potential $A=Bz$, with $z$ measured from the middle of the film, so that $\langle A^2\rangle=B^2d^2/12$. Two time-reversed electrons acquire a relative phase of variance $2Dt(2e/\hbar)^2\langle A^2\rangle$ during diffusion. For a Gaussian phase, coherence decays at half the rate at which this variance grows. Calling the decay rate $2\alpha/\hbar$ gives

$$\alpha=\frac{\hbar D}{2}\left(\frac{2e}{\hbar}\right)^2\frac{B^2d^2}{12}=\frac{De^2B^2d^2}{6\hbar}=0.0032\ \text{meV}.$$

Spin-orbit flips have the energy scale $\gamma=\hbar/(2\tau)=0.0165$ meV. Here $1/\tau$ is the normal-state rate at which an electron flips out of its spin state: in the equations below the normal state has $g=i$, so the level acquires the imaginary part $\gamma$ and the lifetime $\hbar/(2\gamma)=\tau$. A spin polarisation then decays at the rate $2/\tau$. The convention matters: reading the same $20$ ps as $\gamma=\hbar/(3\tau)$ or $\hbar/(4\tau)$ would give a final splitting of $0.225$ or $0.227$ meV instead of $0.222$ meV.

Scattering replaces $E-\sigma h$ and $\Delta$ by $\tilde\varepsilon_\sigma$ and $\tilde\Delta_\sigma$. Summing the propagator over $\xi$ gives the normal and pair functions

$$g_\sigma=\frac{\tilde\varepsilon_\sigma}{s_\sigma},\qquad f_\sigma=\frac{\tilde\Delta_\sigma}{s_\sigma},\qquad s_\sigma=\sqrt{\tilde\Delta_\sigma^2-\tilde\varepsilon_\sigma^2}.$$

The orbital perturbation is odd under time reversal and acts with equal sign on an electron and its time-reversed hole. Spin-orbit scattering is even and acts with opposite signs, which reverses its contribution to the pair part. In the self-consistent second-order approximation,

$$\tilde\varepsilon_\sigma=E-\sigma h+\tfrac{\alpha}{2}g_\sigma+\gamma g_{-\sigma},\qquad
\tilde\Delta_\sigma=\Delta-\tfrac{\alpha}{2}f_\sigma+\gamma f_{-\sigma}.$$

The factor $\alpha/2$ follows from the limit of small $\Delta$ with $h=\gamma=0$. At imaginary energy $i\omega$ the equations then give $f=\Delta/(\omega+\alpha)=2\Delta/(2\omega+2\alpha)$, which is the decay rate $2\alpha/\hbar$ assumed above. The density of states is $N_0\,\mathrm{Im}\,g_\sigma$ just above the real axis.

With field, temperature and pairing strength held fixed, and the gap recalculated at $T=0$, the positive conductance maxima are as follows. The disordered spectra include a numerical broadening of $0.001$ meV, which the first row lacks. It moves each maximum outward by about $0.0005$ meV: without it the maxima are $0.190, 0.421$ (orbital), $0.204, 0.426$ (spin-orbit) and $0.200, 0.422$ meV (both), and the splittings are unchanged to the digits shown. Each splitting is calculated before the maxima are rounded.

| Included | $\Delta$ (meV) | Maxima (meV) | Splitting (meV) |
|---|---|---|---|
| neither | 0.300 | 0.194, 0.426 | 0.231 |
| orbital | 0.297 | 0.191, 0.422 | 0.231 |
| spin-orbit | 0.298 | 0.205, 0.427 | 0.222 |
| both | 0.295 | 0.201, 0.423 | 0.222 |

Together the two effects reduce the splitting by about 4% of its ideal value, and spin-orbit scattering accounts for most of the change. Half the splitting would then give $h\approx0.111$ meV instead of $0.116$ meV. Since flips mix the spins, the labels "up" and "down" now describe the peaks' origin in the ideal spectrum rather than pure spin states.

The chosen parameters are rough typical values for planar junctions on light-metal films a few nanometres thick, cooled in a dilution refrigerator. Real films break the assumption of conserved spin, and for these values that moves the inner maximum by about $0.01$ meV. For another film, $\tau$, $D$ and $d$ must be known, because they set $\gamma$ and $\alpha$. The estimate also assumes accurate field alignment, because a perpendicular component adds orbital effects not included in $\alpha$.

## Computed results

```
gap parameter at zero field: 0.300 meV
in-plane field: 2.00 T
temperature: 0.10 K
film thickness: 4.0 nm
diffusion constant: 2.0 cm2/s
spin-flip time: 20.0 ps
Bohr magneton: 0.05788 meV/T
Zeeman energy h: 0.1158 meV
splitting 2h: 0.2315 meV
ideal peak, spin down: -0.4158 meV; level count -0.417 meV
ideal peak, spin up: -0.1842 meV; level count -0.185 meV
ideal peak, spin down: +0.1842 meV; level count +0.185 meV
ideal peak, spin up: +0.4158 meV; level count +0.417 meV
bin width of level count: 0.002 meV
largest state-count error: 9.5e-05 meV
Pauli limit of h, from energies: 0.2121 meV
Pauli limit of field: 3.665 T
energy difference S-N over N0: -0.03160 meV^2
relative thermal gap reduction: 1.1e-10
thermal energy kT: 0.00862 meV
thermal full width at half maximum: 0.0304 meV
universal edge shift c: 1.109 kT
edge shift found at T/10: 1.114 kT
edge shift c*kT: 0.0096 meV
largest conductance error: 1.9e-05 G_N
warm conductance peak, spin down: -0.4257 meV
warm conductance peak, spin up: -0.1942 meV
warm conductance peak, spin down: +0.1942 meV
warm conductance peak, spin up: +0.4257 meV
gap read from warm peaks: 0.3099 meV
h read from warm peaks: 0.1157 meV
orbital depairing alpha: 0.00324 meV
spin-flip energy gamma: 0.01646 meV
orbital: gap 0.2974 meV
orbital: warm peaks 0.1906 and 0.4217 meV
orbital: splitting 0.2311 meV
spin-orbit: gap 0.2981 meV
spin-orbit: warm peaks 0.2048 and 0.4269 meV
spin-orbit: splitting 0.2221 meV
both: gap 0.2955 meV
both: warm peaks 0.2010 and 0.4230 meV
both: splitting 0.2220 meV
random-matrix mean error: 0.008 N0
same, disorder left out of formula: 0.254 N0
```
